# Permeation Time Lag with Concentration-Dependent Diffusivity, Derived Two Ways, part 2

A permeant enters an initially empty membrane $0<x<L$ of fixed thickness. Its concentration $c(x,t)$, in amount per volume, is held at $c_0$ at $x=0$ and at $0$ at $x=L$. The diffusivity $D(c)\ge D_{\min}>0$ depends on local concentration alone. With $\Phi(c)=\int_0^cD\,du$ and $\Phi_0=\Phi(c_0)$, the flux towards larger $x$ is $J=-\partial\Phi(c)/\partial x$, and $\partial c/\partial t=\partial^2\Phi(c)/\partial x^2$. The steady profile $c_s$ obeys $\Phi(c_s)=\Phi_0(1-x/L)$, with flux $J_s=\Phi_0/L$. The release per area downstream, $Q(t)$, approaches the line $J_s(t-t_L)$, which defines the lag $t_L$.

Part I used the moment equation
$$\frac{d}{dt}\int_0^L x\,c\,dx=\Phi_0-L\,J(L,t)$$
to derive
$$t_L=\frac{L^2}{\Phi_0^{3}}\int_0^{c_0}c\,D(c)\,[\Phi_0-\Phi(c)]\,dc. \tag{7}$$
Its convergence proof gave
$$N(t)\le N(0)\,e^{-\pi^2D_{\min}t/L^2}, \tag{5}$$
where $N^2=\int_0^L(\partial G/\partial x)^2dx$, $-\partial^2G/\partial x^2=c_s-c$, and $G=0$ at both faces.

With $\bar D=\Phi_0/c_0$, let $\theta=t_L\bar D/L^2$. It is $1/6$ for constant $D$, larger if $D$ rises with $c$ and smaller if $D$ falls. For $D=D_0e^{\gamma c}$ and $s=\gamma c_0$,
$$\theta(s)=\frac{(2s-3)e^{2s}+4e^s-1}{4s\,(e^s-1)^2}. \tag{9}$$

A second derivation of (7) starts from
$$V(x,T)=\int_0^T\left[\Phi(c_s(x))-\Phi(c(x,t))\right]dt, \tag{10}$$
which vanishes at both faces and satisfies
$$\frac{\partial^2V}{\partial x^2}=-\int_0^T\frac{\partial^2\Phi(c)}{\partial x^2}\,dt=-\int_0^T\frac{\partial c}{\partial t}\,dt=-c(x,T), \tag{11}$$
$$\left.\frac{\partial V}{\partial x}\right|_{x=L}=\int_0^T\left[J(L,t)-J_s\right]dt=Q(T)-J_sT. \tag{12}$$
The comparison principle showed that $c\le c_s$ and that $c$ never decreases in time. So the integrand in (10) is nonnegative and never grows, $0\le V(x,T)\le\tfrac12c_0\,x(L-x)$ for every $T$, and $c\to c_s$ at every depth. It remains to solve for $V$.

### Solving in the variable $\Phi$

Use the steady value of $\Phi$ as the coordinate in place of depth:

$$p=\Phi_0\left(1-\frac xL\right),\qquad \frac{\partial}{\partial x}=-\frac{\Phi_0}{L}\frac{\partial}{\partial p}.$$

The downstream face is $p=0$ and the upstream face is $p=\Phi_0$. Equation (11) becomes $\partial^2V/\partial p^2=-(L/\Phi_0)^2c$. Let $T\to\infty$, so that the source becomes $c_s$. Since $c$ is bounded and converges at every depth, its integrals converge too. Denote the limit of $V$ by $V(p)$. One integration from the downstream face gives

$$\frac{dV}{dp}=\left.\frac{dV}{dp}\right|_{0}-\frac{L^2}{\Phi_0^2}\int_0^p c_s(p')\,dp' .$$

Integrate again from $0$ to $\Phi_0$. The left side gives $V(\Phi_0)-V(0)=0$. In the double integral each $p'$ is counted for all $p$ between $p'$ and $\Phi_0$, which is a length $\Phi_0-p'$. Therefore

$$\Phi_0\left.\frac{dV}{dp}\right|_{0}=\frac{L^2}{\Phi_0^2}\int_0^{\Phi_0}(\Phi_0-p)\,c_s(p)\,dp. \tag{13}$$

By (12), and because $Q(T)-J_sT\to-J_st_L$,

$$J_st_L=-\left.\frac{dV}{dx}\right|_{x=L}=\frac{\Phi_0}{L}\left.\frac{dV}{dp}\right|_0=J_s\left.\frac{dV}{dp}\right|_0 .$$

The lag is the slope of $V$ at the downstream face, $t_L=dV/dp|_0$. Dividing (13) by $\Phi_0$ and using $p=\Phi(c)$, $dp=D(c)\,dc$, one obtains

$$t_L=\frac{L^2}{\Phi_0^3}\int_0^{c_0}c\,D(c)\,[\Phi_0-\Phi(c)]\,dc,$$

which is (7). For constant $D$, $c_s=p/D$, and the integral in (13) is $\Phi_0^3/(6D)$. This gives $L^2/(6D)$ again.

The slope has a direct meaning. The ratio $V/p=\int_0^\infty[1-\Phi(c)/\Phi(c_s)]\,dt$ is a local delay, the time lost by $\Phi$ at that depth measured against its final value. As the downstream face is approached it tends to $t_L$.

### What each derivation assumes

Both need $D$ to depend on the local concentration alone, fixed face values and a fixed thickness. At finite time they are equivalent, since the weight $\Phi_0-p$ in (13) is $\Phi_0x/L$, the weight $x$ of Part I. They differ in how they justify the late limit.

The first uses the bounds $0\le c\le c_0$ and a positive lower bound on $D$. In return it gives the decay estimate (5), with a rate of at least $\pi^2D_{\min}/L^2$. It needs no ordering in time, so it survives a membrane that is not empty. With an initial content $c_i(x)$ between $0$ and $c_0$, integrating the moment equation from $t=0$ adds $\int xc_i\,dx$ to $LQ$, and the lag becomes

$$t_L=\frac1{\Phi_0}\int_0^Lx\,(c_s-c_i)\,dx .$$

Leftover permeant shortens the lag, and enough of it makes the lag negative.

The second derivation uses the ordering $c\le c_s$ and the steady rise of $c$, which the empty start guarantees. Its convergence argument contains no $D_{\min}$, but the rate it gives is weaker. An integrand that never grows is at most its average over the elapsed time, so at time $T$ one has $\Phi(c_s)-\Phi(c)\le V(x,T)/T\le c_0x(L-x)/(2T)$, a bound that falls as $1/T$ and not exponentially. It does show that the downstream flux never decreases: near $x=L$ the concentration rises while its face value stays zero, so the gradient there can only steepen. This matters for reading a record. The tangent to $Q$ at time $t$ cuts the axis at $t-Q/J$, where $J$ is the downstream flux, and

$$\frac{d}{dt}\left(t-\frac QJ\right)=1-\frac JJ+\frac{Q}{J^2}\frac{dJ}{dt}=\frac{Q}{J^2}\frac{dJ}{dt}\ge0 .$$

A tangent drawn too early gives a lag that is too short, under the stated conditions.

Formula (7) does not hold in general if $D$ depends on time or history, if permeant is trapped at sites that fill slowly, or if the upstream supply runs down. The balance equation or the face values are then different. For reversible traps that are empty at the start, the moment argument can still be used if the total content, mobile and trapped, takes the place of $c$ in the moment.

### A film that is softened by the vapour

Take hexane vapour permeating a polyethylene film near room temperature, with rough typical values: $L=50\ \mathrm{\mu m}$, $c_0=0.04\ \mathrm{g/cm^3}$, $D_0=1.0\times10^{-8}\ \mathrm{cm^2/s}$ and $\gamma=50\ \mathrm{cm^3/g}$. Then $s=2$, and $D$ at the upstream face is $7.389$ times $D_0$. The mean diffusivity and the steady flux are

$$\bar D=10^{-8}\times\frac{7.389-1}{2}=3.195\times10^{-8}\ \mathrm{cm^2/s},$$

$$J_s=\frac{3.195\times10^{-8}\times0.04}{50\times10^{-4}}\ \mathrm{g/(cm^2\,s)}=0.256\ \mathrm{\mu g/(cm^2\,s)}.$$

Equation (9), with $2s-3=1$, gives

$$\theta=\frac{7.389^2+4\times7.389-1}{8\times(7.389-1)^2}=0.2546,$$

$$t_L=\frac{\theta L^2}{\bar D}=\frac{0.2546\times(50\times10^{-4})^2}{3.195\times10^{-8}}\ \mathrm s=199\ \mathrm s=3.3\ \mathrm{min}.$$

The constant-$D$ formula would give $417\ \mathrm s$ with $D_0$ and $130\ \mathrm s$ with $\bar D$.

The transient equation was also solved numerically on 300 cells, and the lag was read from the late part of $Q(t)$. In units of $L^2/D_0$ the simulated lag is $0.0797$ for this law, as from (7). For constant $D$ it is $0.1667$. For the falling law $D=D_0e^{-2c/c_0}$ both routes give $0.2270$ to four digits. For the non-monotone law $D/D_0=0.4+3(c/c_0-0.5)^2$ they give $0.2389$. The corresponding $\theta$ is $0.255$ for the rising law and $0.098$ for the falling one, on the two sides of $1/6$ as derived.

The lag is not a time of first arrival. At $t=t_L$ the film has already released $7.9\ \mathrm{\mu g/cm^2}$, and the flux is 59% of its steady value. A tangent drawn then gives an intercept of $147\ \mathrm s$, which is 26% below the true lag. At twice the lag the intercept is $192\ \mathrm s$, and at three times the lag it is $198.6\ \mathrm s$ against $199.3\ \mathrm s$. For these parameters, a record of three lags is enough for an error below 1% from this cause.

### From the record back to $D(c)$

If the exponential law is accepted, the measured flux, lag, $L$ and $c_0$ give $\theta$, then $s$ from (9), then $D_0=\bar Ds/(e^s-1)$. The simulated record returns $s=2.00$ and $D_0=1.00\times10^{-8}\ \mathrm{cm^2/s}$. The inversion amplifies errors. With flux, $c_0$ and $L$ held fixed, a lag that is 5% too long gives $s=2.30$ and $D_0=8.2\times10^{-9}\ \mathrm{cm^2/s}$, errors of 15% and 18% relative to the true values.

No law need be assumed if the steady flux is measured at several upstream concentrations. Differentiating $LJ_s=\Phi_0$ with respect to $c_0$ gives $D(c_0)=L\,dJ_s/dc_0$. Equation (7) then predicts the lag. A measured lag that differs from it by more than the experimental error shows that at least one assumption has failed, which may be the fixed thickness and not the form of $D$. Agreement does not prove that $D$ depends on concentration alone, since a diffusivity that varies with depth can happen to give the same lag.

### Swelling and other departures in a real film

A film that takes up this much vapour swells, so $L$ is not fixed. Suppose that it thickens without spreading sideways, that volumes add, and that $D$ is defined in the frame in which the total volume flux is zero. Let $b$ be the volume per mass of the sorbed vapour. The polymer fills the fraction $1-bc$. In this frame its volume flux cancels that of the permeant, so its velocity is $u=bD\,(\partial c/\partial x)/(1-bc)$. The permeant flux relative to the polymer is

$$-D\frac{\partial c}{\partial x}-cu=-\frac{D}{1-bc}\frac{\partial c}{\partial x}=-D\frac{\partial c}{\partial\xi},$$

where $d\xi=(1-bc)\,dx$ measures depth in dry polymer. The amount per dry volume is $C=c/(1-bc)$, and the balance is $\partial C/\partial t=\partial^2\Phi(c)/\partial\xi^2$. The moment argument of Part I runs as before with $\xi C$ in place of $xc$. The steady flux is unchanged for a given dry thickness $L$, and in (7) the factor $c$ becomes $c/(1-bc)$. With a liquid density of roughly $0.66\ \mathrm{g/cm^3}$, $bc_0=0.061$. The film thickens by 4.2% in the steady state, and the lag rises by 4.0%, to $207\ \mathrm s$.

The other neglected effects can be sized with rough inputs. Sorption releases about $370\ \mathrm{J/g}$. The net heat released cannot exceed that of the steady stored amount, $131\ \mathrm{\mu g/cm^2}$, because $c\le c_s$. With a heat loss of $10^{-3}\ \mathrm{W/(cm^2\,K)}$, the mean warming over one lag is at most

$$\frac{370\times131\times10^{-6}}{10^{-3}\times199}\ \mathrm K=0.24\ \mathrm K .$$

For an activation energy of $50\ \mathrm{kJ/mol}$ this changes $D$ by at most about 1.7% on average, though the early warming exceeds the mean. At fixed face concentration a uniform warming only rescales time, so the lag shortens by about $0.068\times370\times131\times10^{-6}/10^{-3}\ \mathrm s=3.3\ \mathrm s$, or 1.7%; at fixed vapour pressure the warming also lowers $c_0$ and works against this. A drift of the whole film by $1\ \mathrm K$ changes $D$ by about 7% (the linear coefficient $E/RT^2$ is 6.8% per kelvin), and at fixed $c_0$ the lag changes inversely. If the vapour pressure is fixed instead, warming by $1\ \mathrm K$ also lowers $c_0$ by about 4%, for uptake proportional to pressure and the heat of sorption above. This lowers $D$ in the softened film, and the lag shortens by only about 3%. Proportional uptake is a low-pressure limit. The $90\ \mathrm{Torr}$ used below is about 0.6 of the saturation pressure of hexane, where the isotherm curves upward; $c_0$ then falls faster, by 5 to 6% for a Flory–Huggins isotherm through the same point, and the lag shortens by only 1 to 1.5%. With $90\ \mathrm{Torr}$ of vapour, $1\ \mathrm{mm}$ of stagnant gas at each face and a downstream sweep of $1\ \mathrm{cm^3/s}$ per $\mathrm{cm^2}$, the steady vapour drop upstream is 0.08% of the supply, and the vapour left at the downstream face is 0.14%. These are steady figures, not changes of the lag; the first uptake is faster and loads the upstream gas layer more. With uptake proportional to the vapour at each face, the two gas resistances together lengthen the lag by about 0.4%.

Polyethylene is partly crystalline, so $D$ here is an effective value for the whole film, and the sevenfold rise of $D$ is a chosen round case, not a measurement. Of the effects sized here, swelling and a temperature drift of $1\ \mathrm K$ at fixed $c_0$ move the lag most, by about 4% and 7%. At fixed vapour pressure the same drift moves it by 1 to 3%, depending on the isotherm, which is comparable to the effect of the sorption heat. Slow rearrangement of the polymer is not sized. If it takes as long as the lag, $D$ depends on history and (7) does not apply. The numerical output follows.

## Table of computed values

```
SCALED LAGS: lag*D0/L^2 simulated, from integral; theta simulated
  constant      0.16666  0.16667  0.16666
  rising        0.07971  0.07971  0.25464
  falling       0.22696  0.22695  0.09812
  non-monotone  0.23887  0.23885  0.15527
1/6 = 0.16667
EXAMPLE INPUTS (rough typical values)
thickness L = 50 um
upstream concentration c0 = 0.04 g/cm3
D0 = 1.0e-08 cm2/s, gamma = 50 cm3/g, s = 2.0
temperature = 298 K
EXAMPLE RESULTS
D at upstream face = 7.389e-08 cm2/s
mean diffusivity = 3.195e-08 cm2/s
L^2/D0 = 2500 s
steady flux = 0.2556 ug/cm2/s
theta from closed form = 0.25464
time lag = 199.3 s = 3.32 min
time lag from simulation = 199.3 s
L^2/(6 D0) = 416.7 s
L^2/(6 mean D) = 130.4 s
apparent D = L^2/(6 lag) = 2.091e-08 cm2/s
apparent D / mean D = 0.655
steady c at mid-plane / c0 = 0.717
steady stored amount = 131.3 ug/cm2
TANGENT DRAWN EARLY: time/lag, Q (ug/cm2), flux/steady, intercept (s)
  1  7.86  0.5862  146.8
  2  51.39  0.9738  192.1
  3  101.88  0.9986  198.6
  4  152.78  0.9999  199.2
INVERSION of simulated lag and flux
s = 2.000, D0 = 1.000e-08 cm2/s
with lag 5% too long: s = 2.301, D0 = 8.182e-09 cm2/s
NEGLECTED EFFECTS (rough inputs)
liquid density = 0.66 g/cm3, volume fraction = 0.0606
steady thickness increase = 4.17 %
lag with swelling = 207.3 s
lag change by swelling = 4.02 %
vapour: 90 Torr, 86 g/mol, 4.16e-04 g/cm3
gas layer = 1 mm, gas D = 0.08 cm2/s
sweep flow = 1 cm3/s per cm2
steady upstream vapour drop = 0.077 % of supply
steady downstream vapour = 0.138 % of supply
sorption heat = 370 J/g, heat loss = 1e-03 W/cm2/K
mean warming over one lag, at most = 0.24 K
activation energy of D = 50 kJ/mol
change of D per kelvin = 6.8 %
change of D by that warming = 1.7 %
```
